# Resistance of a two-dimensional strip with diffuse edges: verification in Python

```python
"""
Conductivity of a two-dimensional strip with diffuse edges.

Result under test, with k = W/l (strip width / bulk mean free path):
  F(k) = sigma/sigma0
       = 1 - 4/(pi k) * int_0^{pi/2} cos^2(th) sin(th) [1-exp(-k/sin(th))] dth
  wide strip   : rho/rho0 = 1 + 4/(3 pi k) + O(1/k^2)
  narrow strip : F = (2k/pi)[ln(2/k) + 1/2 - gamma] + k^2/3 + O(k^3 ln(1/k)),
                 whose leading logarithm is (2k/pi) ln(1/k).
th is the angle between the velocity and the strip axis; sigma is the
width-averaged conductivity; p is the specular fraction of edge reflection
(p = 0: fully diffuse). Lengths inside the functions are in units of l.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import diags, eye, kron
from scipy.sparse.linalg import spsolve

mp.mp.dps = 20
GAMMA = float(mp.euler)


def ratio(k, p=0.0, th_max=None):
    """sigma/sigma0 by quadrature over angle, up to th_max from the axis."""
    k, p = mp.mpf(k), mp.mpf(p)
    top = mp.pi / 2 if th_max is None else mp.mpf(th_max)
    points, edge = [mp.mpf(0)], k
    while edge < top:
        points.append(edge)
        edge *= 10
    points.append(top)

    def integrand(th):
        s = mp.sin(th)
        if s <= 0:
            return mp.mpf(1)
        u = k / s
        e = mp.exp(-u) if u < 200 else mp.mpf(0)
        return mp.cos(th)**2 * (1 - (1 - p) * (1 - e) / (u * (1 - p * e)))

    return float(4 / mp.pi * mp.quad(integrand, points))


def march(k, p, steps):
    """Integrate sin(th) dg/dy = cos(th) - g across the strip (implicit Euler)."""
    x, w = np.polynomial.legendre.leggauss(200)
    x, w = (x + 1) / 2, w / 2
    th = np.pi / 2 * x**3
    weight = np.pi / 2 * 3 * x**2 * w
    s, c = np.sin(th), np.cos(th)
    a = 1 / (1 + k / steps / s)
    driven, free = np.zeros_like(s), np.ones_like(s)
    sum_driven, sum_free = driven / 2, free / 2
    for _ in range(steps):
        driven = a * driven + (1 - a) * c
        free = a * free
        sum_driven = sum_driven + driven
        sum_free = sum_free + free
    sum_driven = sum_driven - driven / 2
    sum_free = sum_free - free / 2
    start = p * driven / (1 - p * free)      # g(0,th) = p g(W,th) by symmetry
    mean = (sum_driven + start * sum_free) / steps
    return 4 / np.pi * np.sum(weight * c * mean)


def marched_ratio(k, p=0.0):
    """Two step sizes, with the first-order step error removed."""
    return 2 * march(k, p, 800) - march(k, p, 400)


def strip_solver(k, n_y, n_th, small_angle):
    """Sparse solution on a (y, th) grid with diffuse edges.
    Collisions: relaxation (-g) or angular diffusion (d2g/dth2)."""
    dth = np.pi / n_th
    th = -np.pi / 2 + (np.arange(n_th) + 0.5) * dth
    s, c, h = np.sin(th), np.cos(th), k / n_y
    if small_angle:
        main = -2 * np.ones(n_th)
        main[[0, -1]] = -3                  # g is odd about th = +-pi/2
        side = np.ones(n_th - 1)
        collision = diags([side, main, side], [-1, 0, 1]) / dth**2
    else:
        collision = -eye(n_th)
    m = n_y + 1
    back = eye(m) - eye(m, k=-1)
    ahead = eye(m) - eye(m, k=1)
    matrix = (kron(back, diags(np.maximum(s, 0) / h))
              + kron(ahead, diags(np.maximum(-s, 0) / h))
              - kron(eye(m), collision)).tocsr()
    unknown = np.ones((m, n_th), bool)
    unknown[0, s > 0] = False               # diffuse emission: g = 0
    unknown[-1, s < 0] = False
    idx = np.flatnonzero(unknown.ravel())
    g = np.zeros(m * n_th)
    g[idx] = spsolve(matrix[idx][:, idx].tocsc(), np.tile(c, m)[idx])
    g = g.reshape(m, n_th)
    mean = (g.sum(axis=0) - (g[0] + g[-1]) / 2) / n_y
    return 2 / np.pi * dth * np.sum(c * mean)


def lead_log(k):
    return 2 * k / np.pi * np.log(1 / k)


def narrow(k):
    return 2 * k / np.pi * (np.log(2 / k) + 0.5 - GAMMA) + k**2 / 3


def wide_term(k):
    return 4 / (3 * np.pi * k)


# Angular integral against direct integration of the Boltzmann equation
worst = 0.0
for k in (1e-3, 0.1, 1.0, 10.0):
    for p in (0.0, 0.5):
        worst = max(worst, abs(marched_ratio(k, p) / ratio(k, p) - 1))
assert worst < 2e-4

# Wide strip: resistivity from the marched solution, and size of the remainder
k = 20.0
a = wide_term(k)
second = (1 / marched_ratio(k) - 1 - a) / a**2
assert abs(second - 1) < 2 * a
remainder5 = ratio(5.0) - (1 - wide_term(5.0))
assert 0 < remainder5 < np.exp(-5.0) * wide_term(5.0)

# Second derivative of k F(k) against the hyperbolic integral
k, d = 0.5, 1e-3
mp_second = ((k + d) * ratio(k + d) - 2 * k * ratio(k)
             + (k - d) * ratio(k - d)) / d**2
hyper = 4 / np.pi * quad(lambda t: np.tanh(t)**2 * np.exp(-k * np.cosh(t)),
                         0, 9)[0]
assert abs(mp_second - hyper) < 1e-5

# Small-k forms of the two parts of that integral
k = 0.01
part1 = quad(lambda t: np.exp(-k * np.cosh(t)), 0, 12, limit=200)[0]
part2 = quad(lambda t: np.exp(-k * np.cosh(t)) / np.cosh(t)**2, 0, 12,
             limit=200)[0]
assert abs(part1 - (np.log(2 / k) - GAMMA)) < k**2 * np.log(1 / k)
assert abs(part2 - (1 - np.pi * k / 2)) < k**2 * np.log(1 / k)

# Narrow strip: remainder of order k^3 ln(1/k), slow leading logarithm
for k in (1e-2, 1e-3):
    assert abs(ratio(k) - narrow(k)) < 0.1 * k**3 * np.log(1 / k)
k = 1e-8
slow = (ratio(k) / lead_log(k) - 1) * np.log(1 / k)
assert abs(slow - (np.log(2) + 0.5 - GAMMA)) < 1e-5

print("Largest relative gap, marched equation vs F: %.1e" % worst)
print("F - (1 - 4/(3 pi k)) at k=5: %.2e" % remainder5)
print("Constant ln2 + 1/2 - gamma: %.4f" % (np.log(2) + 0.5 - GAMMA))
print("l/W | F | 1/F | 1+4l/(3 pi W)   (dimensionless)")
for r in (0.05, 0.1, 0.5, 1.0):
    print("%5.2f | %.5f | %.5f | %.5f"
          % (r, ratio(1 / r), 1 / ratio(1 / r), 1 + wide_term(1 / r)))
print("l/W | F | leading log | full narrow form | F/leading log")
for r in (10.0, 1e2, 1e4, 1e8):
    k = 1 / r
    f = ratio(k)
    print("%.0e | %.4e | %.4e | %.4e | %.4f"
          % (r, f, lead_log(k), narrow(k), f / lead_log(k)))

# Worked example: rough regime of a high-mobility GaAs quantum well
density_cm2, mobility_cm2, mass_rel, temp = 3e11, 1e6, 0.067, 1.5
n, mu = density_cm2 * 1e4, mobility_cm2 * 1e-4
kF = np.sqrt(2 * np.pi * n)
mfp = const.hbar * kF * mu / const.e
vF = const.hbar * kF / (mass_rel * const.m_e)
EF = const.hbar**2 * kF**2 / (2 * mass_rel * const.m_e)
rho0 = 1 / (n * const.e * mu)
print("Density %.1e cm^-2, mobility %.1e cm^2/Vs" % (density_cm2, mobility_cm2))
print("Effective mass %.3f m_e, temperature %.1f K" % (mass_rel, temp))
print("Fermi wavenumber: %.4f nm^-1" % (kF * 1e-9))
print("Fermi energy: %.2f meV" % (EF / const.e * 1e3))
print("Bulk mean free path l: %.3f um" % (mfp * 1e6))
print("Bulk sheet resistance: %.2f ohm" % rho0)

W_wide, W_thin = 100e-6, 1e-6
kw, kn = W_wide / mfp, W_thin / mfp
Fw, Fn = ratio(kw), ratio(kn)
print("Wide strip W: %.0f um, W/l = %.3f" % (W_wide * 1e6, kw))
print("  rho/rho0 from F: %.5f" % (1 / Fw))
print("  rho/rho0 from 1+4l/(3 pi W): %.5f" % (1 + wide_term(kw)))
print("  sheet resistance from F: %.2f ohm" % (rho0 / Fw))
print("Narrow strip W: %.1f um, W/l = %.4f, ln(l/W) = %.3f"
      % (W_thin * 1e6, kn, np.log(1 / kn)))
print("  sigma/sigma0 from F: %.4f" % Fn)
print("  sigma/sigma0, leading log: %.4f" % lead_log(kn))
print("  sigma/sigma0, full narrow form: %.4f" % narrow(kn))
print("  sheet resistance from F: %.1f ohm" % (rho0 / Fn))

# Share of the current carried within 10 degrees of the axis
th10 = np.radians(10.0)
share = ratio(kn, th_max=th10) / Fn
bulk_share = 4 / np.pi * quad(lambda t: np.cos(t)**2, 0, th10)[0]
assert share > bulk_share
print("  current share within 10 deg of axis: %.3f (bulk %.3f)"
      % (share, bulk_share))

# Neglected effects, all for the narrow strip
print("Neglected effects, narrow strip:")
print("  sigma/sigma0 with half-specular edges (p=0.5): %.4f" % ratio(kn, 0.5))

check = strip_solver(kn, 120, 240, False)
assert abs(check / Fn - 1) < 0.02           # first-order grid error
coarse = strip_solver(kn, 60, 120, True)
fine = strip_solver(kn, 120, 240, True)
assert abs(coarse / fine - 1) < 0.03
print("  grid solver, isotropic scattering: %.4f" % check)
print("  grid solver, small-angle scattering: %.4f (coarse grid %.4f)"
      % (fine, coarse))

# Discrete transverse modes at fixed Fermi wavenumber
n_modes = int(kF * W_thin / np.pi)
s_n = np.arange(1, n_modes + 1) * np.pi / (kF * W_thin)
u_n = kn / s_n
F_modes = 4 / np.pi * np.pi / (kF * W_thin) * np.sum(
    np.sqrt(1 - s_n**2) * (1 + np.expm1(-u_n) / u_n))
print("  transverse modes: %d, lowest mode angle %.4f rad, W/l %.4f"
      % (n_modes, np.arcsin(s_n[0]), kn))
print("  sigma/sigma0 from mode sum: %.4f" % F_modes)

depletion = 100e-9
W_left = W_thin - 2 * depletion
loss = 1 - W_left * ratio(W_left / mfp) / (W_thin * Fn)
print("  conductance loss if %.0f nm per edge is depleted: %.1f %%"
      % (depletion * 1e9, 100 * loss))
kT = const.k * temp
print("  kT/E_F: %.4f" % (kT / EF))
l_ee = vF * const.hbar * EF / kT**2
print("  electron-electron length, order of magnitude: %.0f um" % (l_ee * 1e6))

print("ALL CHECKS PASSED")
```

Output:

```
Largest relative gap, marched equation vs F: 3.2e-07
F - (1 - 4/(3 pi k)) at k=5: 9.04e-05
Constant ln2 + 1/2 - gamma: 0.6159
l/W | F | 1/F | 1+4l/(3 pi W)   (dimensionless)
 0.05 | 0.97878 | 1.02168 | 1.02122
 0.10 | 0.95756 | 1.04432 | 1.04244
 0.50 | 0.79738 | 1.25411 | 1.21221
 1.00 | 0.65333 | 1.53062 | 1.42441
l/W | F | leading log | full narrow form | F/leading log
1e+01 | 1.8900e-01 | 1.4659e-01 | 1.8913e-01 | 1.2893
1e+02 | 3.3272e-02 | 2.9317e-02 | 3.3272e-02 | 1.1349
1e+04 | 6.2556e-04 | 5.8635e-04 | 6.2556e-04 | 1.0669
1e+08 | 1.2119e-07 | 1.1727e-07 | 1.2119e-07 | 1.0334
Density 3.0e+11 cm^-2, mobility 1.0e+06 cm^2/Vs
Effective mass 0.067 m_e, temperature 1.5 K
Fermi wavenumber: 0.1373 nm^-1
Fermi energy: 10.72 meV
Bulk mean free path l: 9.037 um
Bulk sheet resistance: 20.81 ohm
Wide strip W: 100 um, W/l = 11.066
  rho/rho0 from F: 1.03988
  rho/rho0 from 1+4l/(3 pi W): 1.03835
  sheet resistance from F: 21.63 ohm
Narrow strip W: 1.0 um, W/l = 0.1107, ln(l/W) = 2.201
  sigma/sigma0 from F: 0.2024
  sigma/sigma0, leading log: 0.1551
  sigma/sigma0, full narrow form: 0.2025
  sheet resistance from F: 102.8 ohm
  current share within 10 deg of axis: 0.545 (bulk 0.220)
Neglected effects, narrow strip:
  sigma/sigma0 with half-specular edges (p=0.5): 0.3664
  grid solver, isotropic scattering: 0.2017
  grid solver, small-angle scattering: 0.1644 (coarse grid 0.1630)
  transverse modes: 43, lowest mode angle 0.0229 rad, W/l 0.1107
  sigma/sigma0 from mode sum: 0.1883
  conductance loss if 100 nm per edge is depleted: 31.3 %
  kT/E_F: 0.0121
  electron-electron length, order of magnitude: 100 um
ALL CHECKS PASSED
```
